\section*{Franz two-band versus single-band parabolic tunnelling at midgap}

\section*{Question}

I am estimating the tunnelling current through an oxide film grown by atomic layer deposition between two metals. My numbers are round: gap $6\,\mathrm{eV}$, thickness $2\,\mathrm{nm}$, mass $0.4\,m_0$ at both band edges, and the electrode Fermi level at midgap. I treated the film as a rectangular barrier of height $3\,\mathrm{eV}$ with a parabolic conduction band.

A colleague uses the Franz relation
\[
\frac1{\kappa^2}=\frac1{k_c^2}+\frac1{k_v^2},
\]
where $k_c$ and $k_v$ are the decay constants calculated from the conduction and valence bands separately. She finds a current hundreds of times larger than mine, with the same gap and masses. At midgap the two bands are equally far away and equally heavy, so $k_c=k_v$. Why does combining two equal numbers not return the same number? By what factor do our decay constants differ, and when should I believe hers?

\section*{Answer}

\subsection*{What is being compared}

Let $E_g=E_c-E_v$, and let $\varepsilon$ be the electron energy measured from midgap. Then
\[
E_c-E=\frac{E_g}{2}-\varepsilon,\qquad E-E_v=\frac{E_g}{2}+\varepsilon .
\]
The amplitude decays as $e^{-\kappa x}$, so the probability decays as $e^{-2\kappa x}$. For now the film is uniform and unbiased, and the electron moves along its normal. Both models use the same band-edge mass $m$.

Your model continues the conduction band $E=E_c+\hbar^2k^2/2m$ into the gap. With $k=i\kappa$ we have $k^2=-\kappa^2$, hence
\begin{equation}
\kappa_P^2=k_c^2=\frac{2m}{\hbar^2}\left(\frac{E_g}{2}-\varepsilon\right).
\label{par}
\end{equation}
This state does not know that a valence band exists. The Franz relation contains that information, and its origin shows how.

\subsection*{Where the Franz relation comes from}

The simplest model with two coupled bands and equal masses is
\begin{equation}
H(k)=\begin{pmatrix}E_g/2 & Pk\\ Pk & -E_g/2\end{pmatrix},
\label{ham}
\end{equation}
where $P$ is the interband coupling. The trace vanishes, so the eigenvalues are $\pm\varepsilon$, and the determinant gives
\begin{equation}
\varepsilon^2=\frac{E_g^2}{4}+P^2k^2 .
\label{disp}
\end{equation}
To fix $P$, expand the upper band near its edge:
\[
\varepsilon=\frac{E_g}{2}\sqrt{1+\frac{4P^2k^2}{E_g^2}}
\simeq\frac{E_g}{2}+\frac{P^2k^2}{E_g}.
\]
The last term must equal $\hbar^2k^2/2m$, so
\begin{equation}
P^2=\frac{\hbar^2E_g}{2m}.
\label{P}
\end{equation}
The lower band is the mirror image and has the same hole mass.

In the gap, put $k^2=-\kappa^2$ in \eqref{disp} and use \eqref{P}:
\begin{equation}
\kappa_F^2=\frac{E_g^2/4-\varepsilon^2}{P^2}
=\frac{2m}{\hbar^2}\,
\frac{(E_g/2-\varepsilon)(E_g/2+\varepsilon)}{E_g}.
\label{franz}
\end{equation}
This is your colleague's formula, because for equal masses
\[
\frac1{k_c^2}+\frac1{k_v^2}
=\frac{\hbar^2}{2m}\left[\frac1{E_g/2-\varepsilon}+\frac1{E_g/2+\varepsilon}\right]
=\frac{\hbar^2}{2m}\,\frac{E_g}{(E_g/2-\varepsilon)(E_g/2+\varepsilon)} .
\]
For unequal masses \eqref{ham} does not derive the Franz relation. It follows exactly if $P^2=\hbar^2E_g/2m_e$ and the lower diagonal entry gains the term $-(\hbar^2/2m_h-\hbar^2/2m_e)k^2$. For other ways of producing the same two masses it is an interpolation that has the correct limit at each band edge.

\subsection*{The factor at midgap}

Divide \eqref{franz} by \eqref{par}:
\begin{equation}
\frac{\kappa_F^2}{\kappa_P^2}=\frac{E_g/2+\varepsilon}{E_g}=\frac{E-E_v}{E_g}.
\label{fraction}
\end{equation}
At the conduction edge the fraction is one and the models agree. At midgap it is one half:
\begin{equation}
\kappa_P=\frac{\sqrt{mE_g}}{\hbar},\qquad
\kappa_F=\frac{\sqrt{mE_g/2}}{\hbar},\qquad
\boxed{\frac{\kappa_P}{\kappa_F}=\sqrt2 .}
\label{result}
\end{equation}
The Franz relation adds \emph{inverse squares}. Two equal terms double $1/\kappa^2$, which halves $\kappa^2$. Relative to the two-band model, your decay constant is 41\,\% too large.

In a plot of $\kappa^2$ against energy, your model is a straight line that keeps rising as the energy falls from $E_c$. The two-band curve leaves $E_c$ with the same slope, but must return to zero at $E_v$, where propagating states exist again. It is therefore an inverted parabola with its maximum at midgap, at half the height of the line.

If you instead fitted a parabolic mass to the midgap decay, you would need $m_{\rm fit}E_g=mE_g/2$, or $m_{\rm fit}=m/2$. The discrepancy would then be hidden in the mass. A mass fitted in this way should not be inserted into the Franz relation as a band-edge mass.

\subsection*{Your film in numbers}

Here $\hbar^2/2m=0.09525\,\mathrm{eV\,nm^2}$, so
\begin{align*}
\kappa_P&=\sqrt{\frac{3.0}{0.09525}}\ \mathrm{nm^{-1}}=5.612\ \mathrm{nm^{-1}},\\
\kappa_F&=\sqrt{\frac{3.0}{2\times0.09525}}\ \mathrm{nm^{-1}}=3.968\ \mathrm{nm^{-1}} .
\end{align*}
In SI units these are $5.612\times10^9$ and $3.968\times10^9\,\mathrm{m^{-1}}$. For $d=2\,\mathrm{nm}$ the exponents $2\kappa d$ are 22.45 and 15.87, and the transmissions differ by
\[
e^{2(\kappa_P-\kappa_F)d}=e^{6.575}\approx717 .
\]
This accounts for the hundreds. Each growth cycle of $0.1\,\mathrm{nm}$ multiplies the transmission by $e^{-2\kappa(0.1\,\mathrm{nm})}$, which is 0.452 in the two-band model and 0.325 in yours.

These decay constants were also obtained without using \eqref{par} or \eqref{franz}. The two-band film was represented by a chain of sites $0.01\,\mathrm{nm}$ apart with alternating energies $\pm E_g/2$, and the one-band film by a finite-difference Schr\"odinger equation. The fall of the computed transmission between 2 and 3 nm gave 3.967 and $5.611\,\mathrm{nm^{-1}}$, with ratio 1.4144. Halving the spacing moved the two-band value by $0.0008\,\mathrm{nm^{-1}}$, towards the formula.

\subsection*{Can the contacts undo the difference?}

A prefactor could in principle compensate, so it has to be calculated. In the two-band film at $\varepsilon=0$, replace $k$ by $-i\,d/dx$ in \eqref{ham}:
\[
-iP\sigma_x\psi'+\frac{E_g}{2}\sigma_z\psi=0 .
\]
Multiply by $i\sigma_x/P$ and use $\sigma_x\sigma_z=-i\sigma_y$. With $\kappa_F=E_g/2P$ this becomes
\[
\psi'=-\kappa_F\sigma_y\psi,\qquad
\psi(0)=\left(\cosh\kappa_Fd+\sigma_y\sinh\kappa_Fd\right)\psi(d).
\]
Take as ideal contacts the same medium with zero gap. Their right- and left-moving states are $\chi_\pm=(1,\pm1)^T/\sqrt2$, and $\sigma_y\chi_+=-i\chi_-$. With $\psi(d)=t\chi_+$ and $\psi(0)=\chi_++r\chi_-$, the $\chi_+$ component gives $1=t\cosh\kappa_Fd$, so
\[
T_F=\frac1{\cosh^2\kappa_Fd}\simeq4e^{-2\kappa_Fd}.
\]

For the one-band barrier, let the contacts have the same mass and wavevector $k$. At the exit $\psi(d)=t$ and $\psi'(d)=ikt$. Carrying these back through the barrier, with $C=\cosh\kappa_Pd$ and $S=\sinh\kappa_Pd$,
\[
\psi(0)=t\left(C-\frac{ik}{\kappa_P}S\right),\qquad
\psi'(0)=t\left(ikC-\kappa_PS\right).
\]
At the entrance $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$. Eliminating $r$ through $\psi(0)+\psi'(0)/(ik)=2$ gives
\begin{equation}
\frac1t=C+\frac i2\left(\frac{\kappa_P}{k}-\frac{k}{\kappa_P}\right)S,\quad
\frac1{T_P}=C^2+\frac14\left(\frac{\kappa_P}{k}-\frac{k}{\kappa_P}\right)^2S^2 .
\label{match}
\end{equation}
When $k=\kappa_P$, which here means a contact kinetic energy of 3 eV, $T_P=1/\cosh^2\kappa_Pd$. The prefactor is again 4.

The discretised films with matched contacts give $T_F=5.13\times10^{-7}$ and $T_P=7.15\times10^{-10}$, a ratio of 718; the formulas give $5.11\times10^{-7}$, $7.12\times10^{-10}$ and 717, the difference coming from the finite mesh. Raising the contact kinetic energy to 10 eV multiplies $T_P$ by 0.71. That is small beside 718, and by \eqref{match} it leaves the exponential decay with thickness unchanged. The two-band prefactor 4 likewise belongs to the ideal contact. For contact states $(1,\pm a)^T$ with real $a$ it becomes $16a^2/(1+a^2)^2$, lower by a factor 0.64 at $a=0.5$ and 0.30 at $a=0.3$.

\subsection*{When the parabolic band is right}

The square root of two is not a property of every gap with equal masses. It holds in \eqref{ham} because the curvature of the bands comes entirely from their mutual coupling, and because that coupling is linear in $k$. Linearity needs $\kappa$ times the atomic spacing to be small, which is not so here. The alternating chain used above, with sites $b=0.19\,\mathrm{nm}$ apart and the same gap and edge masses, obeys $\sinh\kappa b=\kappa_Fb$ at midgap and gives $\kappa=3.665\,\mathrm{nm^{-1}}$, a ratio of 1.53, so $\sqrt2$ is not an upper limit. Suppose instead that more remote bands supply a share $\beta$ of the inverse mass, with $0\le\beta\le1$. With $A=\hbar^2/2m$, replace the diagonal entries of \eqref{ham} by $\pm(E_g/2+\beta Ak^2)$:
\[
\varepsilon^2=\left(\frac{E_g}{2}+\beta Ak^2\right)^2+P^2k^2 .
\]
The edge curvature is now $\beta A+P^2/E_g$. Keeping it equal to $A$ requires $P^2=(1-\beta)AE_g$. At midgap set $k^2=-\kappa^2$ and $x=A\kappa^2/E_g$, then divide by $E_g^2$:
\[
\left(\tfrac12-\beta x\right)^2=(1-\beta)x
\quad\Longrightarrow\quad
\beta^2x^2-x+\tfrac14=0 .
\]
The smaller root decays most slowly and governs a thick film:
\[
x=\frac{1-\sqrt{1-\beta^2}}{2\beta^2}
=\frac1{2\left(1+\sqrt{1-\beta^2}\right)} .
\]
The parabolic value is $x=1/2$, so
\begin{equation}
\frac{\kappa_P}{\kappa}=\sqrt{1+\sqrt{1-\beta^2}} .
\label{beta}
\end{equation}
For $\beta=0$ this is $\sqrt2$. For $\beta=1$ the bands are uncoupled and your model is correct. The change is slow at first: the ratio is still 1.366 at $\beta=0.5$, and 1.198 at $\beta=0.9$.

\subsection*{Unequal masses and other energies}

With different masses, the Franz relation gives at any energy
\[
\frac{\kappa_P}{\kappa_F}=\sqrt{1+\frac{k_c^2}{k_v^2}}
=\sqrt{1+\frac{m_e(E_c-E)}{m_h(E-E_v)}} .
\]
At midgap this is $\sqrt{1+m_e/m_h}$, where $m_h$ is the mass of the valence band that couples to the conduction band along the film normal. A heavy hole makes $k_v$ large and its contribution to $1/\kappa^2$ small, so the parabolic conduction band becomes a better approximation.

The bare kinetic energy $\hbar^2k^2/2m_0$ produces such an asymmetry if it is added to both diagonal entries of \eqref{ham} and no remote band cancels it. It adds $1/m_0$ to the inverse electron mass and subtracts $1/m_0$ from the inverse hole mass:
\[
\frac1{m_h}=\frac1{m_e}-\frac2{m_0}=\frac{2.5-2}{m_0},\qquad m_h=2\,m_0 ,
\]
with $m_e=0.4\,m_0$ held fixed. The coupling part of the inverse mass is then $1.5/m_0$. At midgap, with $y=\hbar^2\kappa^2/(2m_0E_g)$, the secular equation is
\[
y^2=\tfrac14-1.5\,y,\qquad y=\frac{-1.5+\sqrt{3.25}}2=0.151 .
\]
This gives $\kappa=4.883\,\mathrm{nm^{-1}}$ and $\kappa_P/\kappa=1.149$. The other root for $y$ is negative and means a real wavevector, $k=16.1\,\mathrm{nm^{-1}}$: at large $k$ the lower band of this model bends upward and crosses the gap. That state is an artefact of using a band-edge Hamiltonian far from the edge, and it is discarded here. The Franz interpolation gives $5.123\,\mathrm{nm^{-1}}$ and 1.095, so it overestimates this model's decay constant by about 5\,\%. The two masses alone do not fix the ratio: keeping them at 0.4 and $2\,m_0$ while the coupling supplies between 0.1 and all of the inverse electron mass gives values from 1.06 to 1.15. Compared with the equal-mass film, the exponential transmission factor falls to 0.026 of its value. That is a much larger change than the factor 0.71 from the contact mismatch.

For equal masses away from midgap, \eqref{fraction} gives $\kappa_P/\kappa_F=\sqrt{E_g/(E-E_v)}$. One eV above midgap the ratio is $\sqrt{6/4}=1.225$; one eV below it is $\sqrt{6/2}=1.732$. Below midgap the valence band is nearer and is the sensible choice for a one-band model. With the nearer band chosen each time, the error is largest at midgap.

\subsection*{Bias, images, roughness and temperature}

\textbf{Bias.} Near midgap, $\kappa_F(\varepsilon)=\kappa_F(0)\sqrt{1-4\varepsilon^2/E_g^2}$ has no linear term, whereas $\kappa_P$ does. Consider 0.5 V across the film, a field of 2.5 MV/cm, and an electron at midgap at the cathode. The computed transmission rises by a factor of 1.06 in the two-band film and 2.58 in the one-band film. For this electron the ratio of transmissions falls from 718 to $718\times1.062/2.584\approx295$. The ratio of the currents changes less, because the current also includes electrons lower in the 0.5 eV bias window, which meet a higher parabolic barrier. In the biased one-band film, an electron 0.25 eV below midgap at the cathode has about the same transmission as a midgap electron without bias, and one 0.5 eV below has only 0.4 times as much. With the transmissions averaged over that window at normal incidence, the ratio is about 640. Temperature acts through the same energy dependence: averaging the exponential factor over the thermal spread at 300 K raises it by 0.2\,\% and 1.6\,\%.

\textbf{Image charges.} A charge midway between two metal planes has images at distances $nd$ on both sides, with alternating signs. The induced potential carries a factor one half in the energy, so each carrier is lowered by
\[
U=\frac{e^2}{4\pi\epsilon_0\epsilon_rd}\left(1-\tfrac12+\tfrac13-\cdots\right)
=\frac{e^2\ln2}{4\pi\epsilon_0\epsilon_rd}=0.166\ \mathrm{eV}
\]
for a chosen $\epsilon_r=3$. The gap narrows by $2U$ to 5.67 eV. With $P$ fixed, $\kappa_F=E_g/2P$ falls to $3.748\,\mathrm{nm^{-1}}$ and the transmission rises 2.4 times. This is a low estimate, because it applies the midplane value to the whole film, although the classical narrowing is stronger near the metals. Integrating $\kappa_F$ over the full classical image profile, with the gap set to zero where the profile would make it negative, gives a factor of about 16. The same profile raises the exponential factor of the parabolic barrier about 13 times, so the ratio of the two models changes little. The classical image itself fails within atomic distances of the metal, so neither number is a prediction.

\textbf{Roughness.} If the thickness varies slowly along the film with Gaussian deviation $\sigma$, completing the square gives $\langle e^{-2\kappa\delta}\rangle=e^{2\kappa^2\sigma^2}$. For $\sigma=0.1\,\mathrm{nm}$ the mean transmission rises 1.37 times in the two-band model and 1.88 times in the parabolic one.

\subsection*{What a thickness series measures}

A measured current also sums over momenta $k_\parallel$ along the film. For isotropic bands, $\kappa^2$ becomes $q^2=\kappa^2+k_\parallel^2$ in both models. If the contacts supply all the $k_\parallel$ that matter and the prefactor is constant, then $k_\parallel dk_\parallel=q\,dq$ and
\[
I\propto\int_\kappa^\infty q\,e^{-2qd}\,dq
=e^{-2\kappa d}\,\frac{2\kappa d+1}{4d^2}.
\]
The decay constant read from the slope of $\ln I$ is therefore
\[
\kappa_{\rm app}=-\frac12\frac{d\ln I}{dd}
=\kappa+\frac1d-\frac{\kappa}{2\kappa d+1}.
\]
At 2 nm this is $4.233\,\mathrm{nm^{-1}}$ for the two-band film and $5.873\,\mathrm{nm^{-1}}$ for the parabolic one. Their ratio is 1.387, slightly below $\sqrt2$, because both slopes contain a similar extra term from the narrowing spread of $k_\parallel$. The same formula lowers the zero-bias ratio of currents from 717 to $717\times16.87/23.45\approx516$.

\subsection*{How close is this to a real oxide?}

Your numbers lie in the rough range of thin amorphous aluminium oxide barriers: a gap of 6 to 7 eV, electron masses of a few tenths of $m_0$, and about 0.1 nm of growth per cycle. The field of 2.5 MV/cm is below the rough 10 MV/cm scale at which good thin oxides break down. The equal hole mass needs checking. The upper valence bands of aluminium oxide, built mainly from oxygen 2p states, are on the whole flatter than its conduction band, but the mass that matters is that of the p band coupled to the conduction band along the film normal, the light hole. In a model with one s and three p bands, heavy bands of 2 or $6\,m_0$ beside a light band of $0.4\,m_0$ leave $\kappa$ at $3.968\,\mathrm{nm^{-1}}$ and the ratio at $\sqrt2$. If the coupled band itself has $2\,m_0$, as in the asymmetric model above, the ratio moves from 1.414 to 1.149. The Fermi level of a real contact need not lie at midgap either, and a shift of 1 eV matters as much as shown earlier. Defect-assisted conduction is left out altogether.

So your colleague's relation is the better choice when the two band edges are coupled mainly to each other and have similar masses. When the coupled valence band is heavier than the conduction band, the decay constant lies between your two values in the continuum models treated here. The mass of that band deserves more attention than the temperature or a moderate contact mismatch. The numerical output below lists the main values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gap: 6.0 eV; midgap barrier: 3.0 eV
Edge mass (electron = hole): 0.40 m0
Thickness: 2.0 nm; growth per cycle: 0.1 nm
hbar^2/(2m): 0.09525 eV nm^2
Interband coupling P: 0.7560 eV nm
Edge masses by diagonalization: 0.4000, 0.4000 m0
Franz decay constant, formula: 3.9684 1/nm = 3.9684e+09 1/m
Parabolic decay constant, formula: 5.6121 1/nm = 5.6121e+09 1/m
Two-band film, numerical decay constant: 3.9673 1/nm
One-band film, numerical decay constant: 5.6114 1/nm
Numerical ratio: 1.4144; sqrt(2): 1.4142
Two-band shift on halving 0.01 nm step: 7.80e-04 1/nm
Midgap-fitted parabolic mass: 0.200 m0
Exponent 2 kappa d, Franz: 15.874
Exponent 2 kappa d, parabolic: 22.449
exp(-2 kappa d), Franz: 1.277e-07
exp(-2 kappa d), parabolic: 1.781e-10
Matched-contact T, two-band film: 5.129e-07
Matched-contact T, one-band film: 7.146e-10
Two-band/one-band T: numerical 717.8, exponential 717.0
T factor per growth cycle, Franz: 0.452
T factor per growth cycle, parabolic: 0.325
Decay ratio at -1.0 eV from midgap: 1.732
Decay ratio at +1.0 eV from midgap: 1.225
Decay ratio, remote-band share 0.25: 1.4029
Decay ratio, remote-band share 0.50: 1.3660
Decay ratio, remote-band share 0.75: 1.2890
Decay ratio, remote-band share 0.90: 1.1983
With bare kinetic term: electron 0.400, hole 2.000 m0
  secular decay constant: 4.8827 1/nm
  Franz interpolation: 5.1232 1/nm
  parabolic/secular ratio: 1.1494
  parabolic/Franz ratio: 1.0954
  T change from equal masses: 0.0258
Bias: 0.5 V; field: 2.50 MV/cm
  T factor from bias, two-band: 1.0624
  T factor from bias, one-band: 2.5835
Image energy per carrier (eps_r 3.0): 0.1664 eV
  narrowed gap: 5.6673 eV
  decay constant: 3.7483 1/nm; T factor: 2.411
Roughness: 0.1 nm rms
  mean T factor, Franz: 1.370; parabolic: 1.877
Apparent decay from current, Franz: 4.2332 1/nm
Apparent decay from current, parabolic: 5.8728 1/nm
Apparent decay ratio: 1.3873
Temperature: 300 K; kT: 0.02585 eV
  thermal T factor, Franz: 1.0019; parabolic: 1.0163
Contact kinetic energy, matched: 3.0 eV
Contact kinetic energy, mismatched: 10.0 eV
  one-band T factor from mismatch: 0.709
\end{verbatim}
